\section*{Thermal expansion and the Bridgman parameter in Slack-type phonon conduction}

\section{A fall that is too large}

A model solid conducts $6.69\ \mathrm{W\,m^{-1}K^{-1}}$ at $300$ K and $1.79\ \mathrm{W\,m^{-1}K^{-1}}$ at $900$ K, both at zero pressure. The ratio is $0.268$. Its phonons scatter by a law that gives $\kappa\propto1/T$, so tripling the temperature should have left a fraction $0.333$. A further factor
\[
\frac{0.2676}{0.3333}=0.803
\]
has to be explained. Between the two temperatures the solid expands by $2.8\%$. The question is how so small an expansion can remove a fifth of the conductivity.

The solid has atomic mass $M=40$ u. Its static energy is lowest at $V_0=20\ \text{\AA}^3$ per atom, where the bulk modulus is $K_0=100$ GPa, with pressure derivative $K_0'=5$, and the Debye temperature is $\theta_0=300$ K. These are round parameters, not those of a particular material. The magnitude of $\kappa$ rests on an empirical prefactor in the Slack formula; the ratios and logarithmic slopes below do not depend on it as long as it is constant.

\section{First case: a lattice held at fixed volume}

Let heat be carried by acoustic phonons that scatter from one another in three-phonon processes, at temperatures not small against $\theta$. Let $V$ be the volume per atom and $\delta=V^{1/3}$. In the relaxation-time picture
\begin{equation}
\kappa\sim\frac{1}{V}\,C\,v^2\tau\sim\frac{k_B}{\delta^3}(\delta\omega)^2\tau ,
\label{eq:kin}
\end{equation}
because each mode has heat capacity $C\simeq k_B$ and a typical velocity $v\sim\delta\omega$. Numerical factors are dropped, since they do not change with volume if the spectrum keeps its shape.

The lifetime follows from the golden rule. For the decay $1\to2+3$ and its reverse, the occupations enter as
\begin{align*}
&n_1(n_2+1)(n_3+1)-(n_1+1)n_2n_3\\
&\qquad=n_1(1+n_2+n_3)-n_2n_3 .
\end{align*}
The coefficient of $n_1$, which sets the relaxation rate of mode 1, is linear in the other occupations. For $1+2\to3$ the same expansion gives the coefficient $n_2-n_3$. At high temperature $n\simeq k_BT/\hbar\omega$, so either coefficient scales as $k_BT/\hbar\omega$.

The matrix element contains the cubic force constant $\Phi_3$ and three displacement amplitudes, each of order $(\hbar/M\omega)^{1/2}$. The energy delta function contributes $1/(\hbar\omega)$ and the golden rule a prefactor $1/\hbar$. Hence
\begin{equation}
\frac1\tau\sim\frac{1}{\hbar}\,\Phi_3^2\Big(\frac{\hbar}{M\omega}\Big)^3
\frac{k_BT}{\hbar\omega}\,\frac{1}{\hbar\omega}
=\frac{\Phi_3^2k_BT}{M^3\omega^5}.
\label{eq:rate}
\end{equation}
The powers of $\hbar$ cancel, as they must in a classical limit.

It remains to express $\Phi_3$ through the Gr\"uneisen parameter
\begin{equation}
\gamma=-\frac{d\ln\theta}{d\ln V}.
\label{eq:gamma}
\end{equation}
Take a bond of length $r$ and stiffness $k(r)$. Then $M\omega^2\propto k$, and $V\propto r^3$ gives $d\ln V=3\,d\ln r$. Therefore
\[
\gamma=-\frac12\frac{d\ln k}{d\ln V}=-\frac{r}{6k}\frac{dk}{dr},
\qquad
\Phi_3\sim\frac{dk}{dr}=-\frac{6\gamma k}{r}.
\]
Only stretching along the bond is counted here. Sideways displacements add cubic terms of order $k/r$, which are dropped. This is safe only while $6|\gamma|$ is large against them, so not for $|\gamma|$ near $0.5$ or below. The same terms also alter how the frequencies shift with volume, a point taken up in the last section. Up to a number, $|\Phi_3|\sim M\omega^2|\gamma|/\delta$. Inserting this in (\ref{eq:rate}) gives
\[
\tau\sim\frac{M^3\omega^5}{k_BT}\,\frac{\delta^2}{M^2\omega^4\gamma^2}
=\frac{M\omega\delta^2}{\gamma^2k_BT},
\]
and (\ref{eq:kin}) becomes $\kappa\sim M\delta\omega^3/(\gamma^2T)$. With $\omega\propto\theta$ this is Slack scaling,
\begin{equation}
\kappa=A\,\frac{M\theta^3\delta}{\gamma^2T}.
\label{eq:slack}
\end{equation}
The number of atoms per primitive cell also enters the full formula, but it is fixed here and is absorbed in $A$.

At fixed volume, $\theta$, $\delta$ and $\gamma$ are constants and $\kappa\propto1/T$. This is the baseline against which expansion is measured.

The five powers were tested on an fcc lattice with nearest-neighbour springs acting on the bond stretch, by summing the golden-rule rates mode by mode. At $T=10\,\theta_0$ the exponents of $M,\theta,\delta,\gamma,T$ are $1.0000$, $2.9997$, $1.0000$, $-2.0000$ and $-0.9997$. The cubic constant is set to $-6\gamma k/r$, so the sums check the power counting and not that relation. The lattice omits angular anharmonic terms, has slightly unequal bond stiffnesses to separate degenerate modes, and uses a coarse wave-vector grid. All its frequencies scale together by construction. Its own bulk modulus would be about $40$ GPa rather than $K_0$, so the volumes used later are imposed on it by the equation of state. Only its logarithmic slopes are used, never its absolute conductivity.

\section{Second case: volume changes, $\gamma$ does not}

Now let the volume vary at constant temperature, with $\gamma$ constant. Integrating (\ref{eq:gamma}) gives $\theta\propto V^{-\gamma}$, and (\ref{eq:slack}) becomes
\[
\kappa\propto\big(V^{-\gamma}\big)^3V^{1/3}=V^{-(3\gamma-1/3)} .
\]
Two effects compete. Expansion softens the lattice, which lowers $\theta^3$. It also lengthens $\delta$, which raises $\kappa$ slightly. For $\gamma=2$ the power is $-(6-0.333)=-5.667$, so softening dominates by far.

The cube of $\theta$ can be traced in the derivation. Two powers of $\omega$ come from $v^2$ and one from $\tau$, where $\omega^5$ is reduced by the $\omega^4$ in $\Phi_3^2$.

If $\gamma$ were as small as $1/9$, the two effects would cancel and the conductivity would not respond to volume. The sign of the response is therefore not fixed by the scaling law alone.

\section{General case: the Bridgman parameter}

In general the anharmonicity changes with volume as well. Define
\begin{equation}
q=\frac{d\ln|\gamma|}{d\ln V},
\label{eq:q}
\end{equation}
where the modulus matters only for negative $\gamma$. Assume that $\theta$ and $\gamma$ depend on volume alone, which is the quasiharmonic assumption, and that $A$ is constant. The logarithm of (\ref{eq:slack}) is
\[
\ln\kappa=\ln(AM)+3\ln\theta+\tfrac13\ln V-2\ln|\gamma|-\ln T .
\]
Differentiating at constant $T$, term by term, gives
\[
\Big(\frac{\partial\ln\kappa}{\partial\ln V}\Big)_T
=3(-\gamma)+\frac13-2q .
\]
The Bridgman parameter is defined with a minus sign, so that it is positive when compression raises the conductivity:
\begin{equation}
g\equiv-\Big(\frac{\partial\ln\kappa}{\partial\ln V}\Big)_T
=3\gamma+2q-\frac13 .
\label{eq:g}
\end{equation}
The new term $2q$ says that if $|\gamma|$ grows on expansion, three-phonon scattering grows as its square. Setting $q=0$ recovers the second case.

For the model solid $\gamma=2$ at $V_0$ and $q=1$, so
\[
g=6+2-0.333=7.667 .
\]
A volume increase of $1\%$ thus multiplies $\kappa$ by about $1.01^{-7.667}=0.927$, a fall of about $7\%$. Summing golden-rule rates at neighbouring volumes, with the cubic constant taken as the derivative of the spring stiffness, gives $7.6661$. A second choice, $\gamma=1.2$ and $q=2$, changes the balance of the terms. The formula gives $3.6+4-0.333=7.267$, and the rates give $7.2664$. With the constant $-1/3$ taken as given, the two cases together fix the weights of $\gamma$ and $q$.

\subsection*{If the prefactor depends on $\gamma$}

One empirical fit makes the prefactor itself a function of $\gamma$,
\[
A\propto\frac1D,\qquad D=1-\frac{0.514}{\gamma}+\frac{0.228}{\gamma^2}.
\]
Then $-d\ln A/d\ln V=d\ln D/d\ln V=q\,(\gamma/D)\,dD/d\gamma$, and
\[
\gamma\frac{dD}{d\gamma}=\frac{0.514}{\gamma}-\frac{0.456}{\gamma^2}.
\]
The quantity added to $g$ is therefore
\[
\Delta g=\frac{q}{D}\Big(\frac{0.514}{\gamma}-\frac{0.456}{\gamma^2}\Big)
=\frac{0.257-0.114}{0.800}=0.179
\]
at $\gamma=2$, $q=1$, which raises $g$ to $7.845$. Equation (\ref{eq:g}) belongs to constant $A$; the fitted prefactor changes it by about $2\%$ here. Constant $A$ is kept below, with $A=2.43\times10^{-6}/D(2)=3.04\times10^{-6}$ for $M$ in u, $\delta$ in \AA, $\theta$ and $T$ in K and $\kappa$ in $\mathrm{W\,m^{-1}K^{-1}}$.

\section{From an isotherm to an isobar}

Along an isobar, temperature acts twice: directly through scattering, and indirectly through volume. The total differential is
\[
d\ln\kappa=\Big(\frac{\partial\ln\kappa}{\partial\ln T}\Big)_Vd\ln T
+\Big(\frac{\partial\ln\kappa}{\partial\ln V}\Big)_Td\ln V
=-d\ln T-g\,d\ln V .
\]
With the volume expansion coefficient $\alpha=(\partial\ln V/\partial T)_P$, one has $d\ln V=\alpha\,dT=\alpha T\,d\ln T$ at constant pressure. Hence
\begin{equation}
\Big(\frac{\partial\ln\kappa}{\partial\ln T}\Big)_P=-1-g\alpha T .
\label{eq:isobar}
\end{equation}
If $\alpha=0$ the fixed-volume law returns. If $\alpha>0$, the law is steeper than $1/T$ precisely when $g>0$, that is, when $3\gamma+2q>1/3$.

\subsection*{How large is $\alpha$?}

In a Debye solid the vibrational free energy has the form $F_{\rm vib}=T\phi(\theta/T)$, zero-point energy included. A prime on $\phi$ denotes the derivative with respect to its argument. The vibrational energy is
\[
E=F_{\rm vib}-T\frac{\partial F_{\rm vib}}{\partial T}
=T\phi-T\Big(\phi-\frac{\theta}{T}\phi'\Big)=\theta\phi' ,
\]
and the vibrational pressure is
\[
-\frac{\partial F_{\rm vib}}{\partial V}=-\phi'\frac{d\theta}{dV}
=\frac{\gamma\theta\phi'}{V}=\frac{\gamma E}{V}.
\]
The total pressure is this plus a static part that depends on $V$ alone, taken here in the Murnaghan form $(K_0/K_0')[(V_0/V)^{K_0'}-1]$. So $(\partial P/\partial T)_V=\gamma C_V/V$, with $C_V$ the heat capacity per atom. Keeping $P$ constant requires
\[
0=\Big(\frac{\partial P}{\partial T}\Big)_VdT
+\Big(\frac{\partial P}{\partial V}\Big)_TdV
=\frac{\gamma C_V}{V}\,dT-K_T\,d\ln V ,
\]
where $K_T=-V(\partial P/\partial V)_T$ is the isothermal bulk modulus. Therefore
\begin{equation}
\alpha=\frac{\gamma C_V}{K_TV}.
\label{eq:alpha}
\end{equation}
In a real crystal this $\gamma$ is an average over all modes weighted by heat capacity, while the one in (\ref{eq:slack}) belongs to the heat-carrying acoustic modes. The model sets them equal. Equation (\ref{eq:isobar}) does not need that equality, since it takes $\alpha$ as it is.

Solving for the zero-pressure volume at each temperature gives the following.
\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $V/V_0$ & $g$ & $\alpha T$ & exponent\\
300 & 1.0135 & 7.748 & 0.01265 & $-1.098$\\
600 & 1.0272 & 7.830 & 0.02807 & $-1.220$\\
900 & 1.0423 & 7.921 & 0.04561 & $-1.361$
\end{tabular}
\end{center}
At $900$ K, for instance, $g\alpha T=7.921\times0.04561=0.361$. Differentiating the conductivity along the solved isobar gives the same exponents to the four decimals printed, which tests both the chain rule and the expansion coefficient.

The exponent is not a constant. If $g$ and $\alpha$ were constant, the excess $g\alpha T$ would grow in proportion to $T$. From $300$ to $900$ K it grows by a factor of $3.69$ rather than $3$, because $\alpha$ rises by a factor $1.20$ and $g$ by $1.02$. By (\ref{eq:alpha}), the largest part of the rise in $\alpha$ is elastic softening: $K_T$ falls from $93.7$ to $81.4$ GPa, a factor $1.15$ in $\alpha$.

\section{Back to the missing fifth}

Integrating $d\ln\kappa=-d\ln T-g\,d\ln V$ from $T_a$ to $T_b$ gives
\begin{equation}
\frac{\kappa_b}{\kappa_a}=\frac{T_a}{T_b}
\exp\Big(-\int_{V_a}^{V_b}g\,d\ln V\Big).
\label{eq:int}
\end{equation}
The exponential is the change of $\theta^3\delta/\gamma^2$. With $\theta$ falling from $291.98$ to $275.64$ K and $\gamma$ rising from $2.0271$ to $2.0847$, its three parts are
\begin{align*}
(\theta_b/\theta_a)^3&=0.9440^3=0.841,\\
(\gamma_a/\gamma_b)^2&=0.9724^2=0.946,\\
(V_b/V_a)^{1/3}&=1.0284^{1/3}=1.009 .
\end{align*}
Their product is $0.803$, the factor left unexplained at the start. Most of it is the softening of the phonons; stronger anharmonicity supplies a smaller part, and the longer interatomic distance gives back about $1\%$.

A quick estimate holds $g$ and $\alpha$ at their $300$ K values. Then $\ln(V_b/V_a)=\alpha(T_b-T_a)$ and
\[
\frac{\kappa_b}{\kappa_a}\simeq\frac13
\exp(-7.748\times4.217\times10^{-5}\times600)=0.274 .
\]
The solved ratio is $0.268$. The estimate is about $2\%$ too high because it neglects the growth of $g$ and $\alpha$.

A single power fitted through the two end points would be $\ln0.2676/\ln3=-1.20$. The local exponent runs from $-1.10$ to $-1.36$ over the same range, so the fitted number depends on the range chosen. In a solid as anharmonic as this one, an exponent near $-1.2$ is thus not by itself evidence for a scattering process beyond the three-phonon one. The excess shrinks quickly with $\gamma$: with $\gamma=1.5$, $1.0$ or $0.5$ at $V_0$ and all else unchanged, the fitted power is $-1.12$, $-1.06$ or $-1.02$, and expansion could not account for $-1.2$. A comparison with $1/T$ should first bring the data to one volume, by dividing out the exponential in (\ref{eq:int}). Here $1.7905/0.8029=2.230$, which is one third of $6.690$.

\section{The same result seen through pressure}

Since $(\partial\ln V/\partial P)_T=-1/K_T$,
\begin{equation}
\Big(\frac{\partial\ln\kappa}{\partial P}\Big)_T=\frac{g}{K_T}.
\label{eq:press}
\end{equation}
At $300$ K this is $7.748/93.73=0.0827\ \mathrm{GPa^{-1}}$, in agreement with the slope found by solving for the volume under a small applied pressure.

Equation (\ref{eq:press}) offers another reading of the steepening, because
\[
g\alpha T=\frac{g}{K_T}\,(\alpha K_TT).
\]
Heating at constant volume would build up pressure at the rate $\alpha K_T$ per kelvin. Letting the solid expand releases that pressure, and the conductivity loses what the pressure would have supported. At $300$ K, $\alpha K_TT=0.01265\times93.73=1.19$ GPa, and $0.0827\times1.19=0.098$, the excess exponent in the table. This reading also shows how to obtain the correction without knowing $\gamma$ or $q$: the pressure coefficient of $\kappa$, the bulk modulus and the expansion coefficient suffice.

\section{Limits and failures}

\subsection*{Expansion that flattens the law}

Let $\gamma=0.5$ at $V_0$ and $q=-1.5$. Anharmonicity now weakens on expansion, and at $V_0$
\[
g=1.5-3-0.333=-1.833 .
\]
At the solved volume for $600$ K, $g=-1.847$ and $\alpha=1.02\times10^{-5}\ \mathrm{K^{-1}}$. The exponent is
\[
-1+1.847\times1.02\times10^{-5}\times600=-0.989 .
\]
The solid expands, yet its conductivity falls more slowly than $1/T$. Only the sign of this example is reliable. At $\gamma=0.5$ the dropped sideways terms are as large as the bond term: the fitted prefactor $A(\gamma)$ gives $g=-0.47$ and an exponent of $-0.997$, and golden-rule sums that keep the sideways cubic terms give $g\approx-0.6$. The condition $g>0$ is a restriction within the scaling law, though it holds with a wide margin when $\gamma$ is between 1 and 2 and $q$ is positive.

\subsection*{Negative and vanishing $\gamma$}

In a solid with one common $\gamma<0$, equation (\ref{eq:alpha}) gives $\alpha<0$. For $q=0$, $g=3\gamma-1/3$ is negative too, so $g\alpha>0$ and the law is again steeper than $1/T$. Such a solid contracts on heating, but contraction now softens it. The general criterion for steepening is $g\alpha>0$.

As $\gamma\to0$ the scaling law predicts an infinite conductivity. There the cubic coupling that it counts disappears, but the sideways cubic terms remain and keep the three-phonon rate finite. The fitted prefactor shows this too, since $\gamma^2D\to0.228$.

\subsection*{Quantum occupations near $\theta$}

The baseline $-1$ is a high-temperature value. If the spectrum keeps its shape, Bose occupations multiply (\ref{eq:slack}) by a function $\Psi(\theta/T)$ that tends to a constant at high $T$. Let $s=d\ln\Psi/d\ln(\theta/T)$. Raising $T$ lowers the argument, and so does raising $V$, at the rate $\gamma$. Therefore
\begin{equation}
\Big(\frac{\partial\ln\kappa}{\partial\ln T}\Big)_V=-1-s,
\qquad
g=3\gamma+2q-\frac13+\gamma s .
\label{eq:quantum}
\end{equation}
For the fcc lattice at its $300$ K volume, the fixed-volume exponent at $300$ K is $-0.972$, so $s=-0.028$. The parameter $g$ drops by $2.03\times0.028=0.057$, and $g\alpha T$ by $0.057\times0.01265=0.0007$, from $0.0980$ to $0.0973$. The golden-rule sums give $-1.0691$ at fixed pressure and $-0.9718$ at fixed volume, a difference of $-0.0973$.

In this lattice the quantum correction thus opposes the steepening near $\theta$, but it is smaller. At $900$ K it has nearly gone: the exponents are $-0.997$ at fixed volume and $-1.358$ at fixed pressure. Their difference, $-0.361$, was tested against $-g\alpha T$. The size of $s$ is not converged. Other coarse grids and broadenings of the energy delta function move the fixed-volume exponent at $300$ K to values between about $-0.975$ and $-0.984$. The sums also count normal processes as resistive; with umklapp processes alone the exponent ranges from about $-0.94$ to $-1.00$. Neither its sign nor its size should be carried over to other crystals.

\subsection*{What the scaling leaves out}

Several assumptions can fail in a real solid. If different branches have different Gr\"uneisen parameters, the spectrum changes shape and the set of allowed three-phonon processes changes with it; $A$ then depends on volume. The change can be large. If the springs of the fcc lattice are derived from a central pair potential with the same stiffness $k(r)$, expansion puts the bonds under tension, the mean mode $\gamma$ falls to about $1.6$ and $q$ to about $0.6$, and (\ref{eq:g}) gives about $5.5$, while golden-rule sums on coarse grids give about $3.5$. Frequencies may shift with temperature even at fixed volume. Four-phonon scattering has a rate that grows as $T^2$ in the classical limit, because it is quadratic in the occupations of the other modes, so it steepens the fixed-volume law itself. Defect scattering, whose rate does not grow with $T$ in this way, makes that law flatter. Heat carried by optical modes is not described by (\ref{eq:slack}) at all.

In each of these cases the chain rule survives in the form
\[
\Big(\frac{\partial\ln\kappa}{\partial\ln T}\Big)_P
=\Big(\frac{\partial\ln\kappa}{\partial\ln T}\Big)_V-g\alpha T ,
\]
provided $g$ is the actual volume derivative of $\kappa$. What is lost is the baseline $-1$, the expression $3\gamma+2q-1/3$, or both. The values behind the examples are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
Model: M = 40 u, V0 = 20 A^3/atom, theta0 = 300 K
Static K0 = 100 GPa, K0' = 5; gamma0 = 2.0, q = 1.0
Golden-rule exponents of kappa at T = 10 theta0:
  exponent of M     = 1.0000
  exponent of theta = 2.9997
  exponent of delta = 1.0000
  exponent of gamma = -2.0000
  exponent of T     = -0.9997
gamma = 2.0, q = 1.0: g golden rule 7.6661, formula 7.6667
gamma = 1.2, q = 2.0: g golden rule 7.2664, formula 7.2667
Terms of g at V0: 3 gamma = 6.000, 2q = 2.000, -1/3 = -0.333
With A(gamma) fit at V0: g = 7.845, correction = 0.179
Zero-pressure solid:
T = 300 K: V/V0 = 1.01354, alpha = 4.217e-05 1/K, K_T = 93.73 GPa
  theta = 291.98 K, gamma = 2.0271, g = 7.7479, alpha T = 0.01265
  kappa = 6.6898 W/(m K), g alpha T = 0.0980
  isobaric exponent: solved -1.0980, formula -1.0980
T = 600 K: V/V0 = 1.02722, alpha = 4.678e-05 1/K, K_T = 87.55 GPa
  theta = 284.11 K, gamma = 2.0544, g = 7.8300, alpha T = 0.02807
  kappa = 3.0133 W/(m K), g alpha T = 0.2198
  isobaric exponent: solved -1.2198, formula -1.2198
T = 900 K: V/V0 = 1.04234, alpha = 5.068e-05 1/K, K_T = 81.35 GPa
  theta = 275.64 K, gamma = 2.0847, g = 7.9207, alpha T = 0.04561
  kappa = 1.7905 W/(m K), g alpha T = 0.3613
  isobaric exponent: solved -1.3613, formula -1.3613
kappa(900 K)/kappa(300 K) = 0.2676
  1/T factor = 0.3333, expansion factor = 0.8029
  constant g, alpha from 300 K give ratio = 0.2740
  mean exponent 300-900 K = -1.1998
d ln kappa/dP at 300 K: solved 0.08266, g/K_T 0.08266 1/GPa
Golden rule, 300 K: exponent at fixed V -0.9718, at fixed P -1.0691
  difference -0.0973, -g alpha T -0.0980
Golden rule, 900 K: exponent at fixed V -0.9971, at fixed P -1.3581
  difference -0.3610, -g alpha T -0.3613
Flattening case at 600 K: gamma0 = 0.5, q = -1.5
  g = -1.8474, alpha = 1.023e-05 1/K, exponent = -0.9887
\end{verbatim}
